# Exchange energy from compressed ultrasoft pair densities

## The decision

An exact-exchange calculation with ultrasoft orbitals can build every augmented pair density on a dense grid and transform each one. Alternatively, it can write all pairs in a small common set of functions and do the Coulomb work once per function. Before choosing the second road one must know which part of the pair density to fit, how many functions are needed, and what the fit does to the energy.

The answer rests on the two parts of a pair density. The smooth part is a product of orbitals at one point, which suits interpolative separable fitting. The augmentation part is already a finite sum of fixed functions times products of projections. It needs no fit.

Hartree atomic units are used. There are $N$ doubly occupied orbitals in a periodic cell of volume $\Omega$, with one Bloch vector. Their periodic parts are $u_i$, and $B_{mi}=\langle\beta_m|\phi_i\rangle$ are their projections. The pair densities are

$$\rho_{ij}(r)=u_i^*(r)u_j(r)+\sum_{mn}Q_{mn}(r)B_{mi}^*B_{nj},\qquad(1)$$

where $m,n$ belong to the same site and the sum includes all sites. Exchange acts within each spin, with a factor $-1/2$; two equal spins give

$$E=-\sum_{ij}(\rho_{ij}|\rho_{ij}),\qquad (f|g)=\frac1\Omega\sum_G v(G)f^*(G)g(G),\qquad(2)$$

with $f(G)=\int f e^{-iG\cdot r}dr$ and $v(G)=v(-G)\ge0$.

## Two orbitals by hand

Take a ring of length $L$, put $K=2\pi/L$, and choose the Bloch vector $-K/2$. Two equal sites lie at $R=0$ and $R=L/2$, each with one even projector and one even function $Q$. In a basis of the two plane waves with wave vectors $\mp K/2$, the half-cell translation forbids mixing, so the orbitals have

$$u_1=\frac{\alpha}{\sqrt L},\quad u_2=\frac{\alpha}{\sqrt L}e^{iKx},\quad B_{R1}=be^{-iKR/2},\quad B_{R2}=be^{iKR/2},$$

with $\alpha,b$ real. Let $Q_n=\int Q\,e^{-inKx}dx$, $q=Q_0$ and $v_n=v(nK)$. The ultrasoft norm is $\alpha^2+2qb^2=1$. The overlap of the two orbitals is $qb^2(1+e^{i\pi})=0$, as it must be.

**Direct road.** The augmentation in $\rho_{11}=\rho_{22}$ is $b^2[Q(x)+Q(x-L/2)]$. Its transform is $b^2Q_n[1+(-1)^n]$, which is $2b^2Q_n$ for even $n$ and zero for odd $n$. In $\rho_{12}$ the second site has the opposite sign, so odd $n$ survive instead. The smooth parts add $\alpha^2$ at $n=0$ and at $n=1$ respectively. Since $\rho_{21}=\rho_{12}^*$ has the same self-energy as $\rho_{12}$,

$$E=-\frac2L\Big[v_0(\alpha^2+2b^2q)^2+v_1(\alpha^2+2b^2Q_1)^2+\sum_{n\ne0,1}4b^4v_nQ_n^2\Big].\qquad(3)$$

The first bracket is the unit charge of a diagonal pair.

**Interpolation.** The four smooth products contain just $1$, $e^{iKx}$ and $e^{-iKx}$, so three points should suffice: $x_\mu=0,L/3,2L/3$. Least squares needs the pair-summed product at two positions. With $\gamma(x,x')=\sum_iu_i(x)u_i^*(x')$ it is

$$|\gamma(x,x')|^2=c\,[2+2\cos K(x-x')],\qquad c=\alpha^4/L^2 .$$

Between the points this matrix has $4c$ on the diagonal and $c$ elsewhere, because $\cos(2\pi/3)=-1/2$. It equals $c(3I+J)$, with $J$ the matrix of ones. Since $J^2=3J$, its inverse is $(I-J/6)/(3c)$. The three values $2+2\cos K(x-x_\mu)$ add up to 6, so

$$\zeta_\mu(x)=\tfrac13[2+2\cos K(x-x_\mu)-1]=\tfrac13[1+2\cos K(x-x_\mu)].$$

This is one at its own point and zero at the other two. It reproduces all three harmonics.

**Compressed energy.** The transform of $\zeta_\mu$ is $(L/3)e^{-inKx_\mu}$ for $n=0,\pm1$ and zero otherwise. With $\theta=K(x_\mu-x_\nu)$, the smooth energy is

$$-\sum_{\mu\nu}\frac L9\big(v_0+v_1e^{i\theta}+v_1e^{-i\theta}\big)\frac{\alpha^4}{L^2}\big(2+e^{i\theta}+e^{-i\theta}\big).$$

The sum $\sum_{\mu\nu}e^{im\theta}$ is 9 if $m$ is a multiple of 3 and 0 otherwise. The surviving terms are $9(2v_0+v_1+v_1)$, so the result is $-(2\alpha^4/L)(v_0+v_1)$, the $\alpha^4$ part of (3).

For a point and a site the orbital sum is

$$\Big|\sum_iu_i(x_\mu)B_{Ri}^*\Big|^2=\frac{\alpha^2b^2}{L}[2+2\cos K(x_\mu-R)].$$

Its Coulomb factor is $\frac13\sum_{n=0,\pm1}v_nQ_ne^{inK(x_\mu-R)}$. Summing over three points gives $(2\alpha^2b^2/L)(v_0q+v_1Q_1)$ per site. Two sites and the two orders of the cross term give $-(8\alpha^2b^2/L)(v_0q+v_1Q_1)$, again as in (3).

Between sites, $\sum_iB_{Ri}B_{R'i}^*=2b^2\cos[K(R-R')/2]$, which is $2b^2$ for equal sites and zero for different ones. The remaining energy is $-(8b^4/L)\sum_nv_nQ_n^2$. All of (3) is recovered.

**Too few points.** Keep only $x=0$ and $x=L/2$. The matrix is then $4cI$, and $\zeta=\frac12(1\pm\cos Kx)$. The fit replaces $e^{iKx}$ by $\cos Kx$ and leaves the residual $\delta_{12}=i(\alpha^2/L)\sin Kx$; $\delta_{21}$ is its conjugate. Each residual has transforms of size $\alpha^2/2$ at $n=\pm1$, so

$$D^2\equiv\sum_{ij}(\delta_{ij}|\delta_{ij})=2\cdot\frac1L\cdot2v_1\frac{\alpha^4}{4}=\frac{v_1\alpha^4}{L}.$$

For the energy, compare the $n=\pm1$ terms of $|\rho_{12}|^2$. The true sum is $(\alpha^2+2b^2Q_1)^2+(2b^2Q_1)^2$, and the fitted one is $2(\alpha^2/2+2b^2Q_1)^2$. They differ by $\alpha^4/2$. With the prefactor $2v_1/L$, the energy error is $+v_1\alpha^4/L=D^2$. It is exactly quadratic in the residual. Equation (6) below explains why: here the augmentation parts satisfy the same equalities between pairs as the sampled products (11 equals 22, and 12 equals 21), so the same coefficients fit them exactly and the cross term vanishes.

## The general fit

Choose $N_\mu$ points $r_\mu$ and write

$$u_i^*(r)u_j(r)=\sum_\mu\zeta_\mu(r)C_{\mu,ij}+\delta_{ij}(r),\qquad C_{\mu,ij}=u_i^*(r_\mu)u_j(r_\mu).$$

At each $r$, minimizing $\sum_{ij}|\delta_{ij}(r)|^2$ with respect to $\zeta_\nu(r)$ gives

$$\sum_{ij}C_{\nu,ij}^*\,\delta_{ij}(r)=0\quad\text{for every }\nu\text{ and }r.\qquad(4)$$

The pair sums factorize:

$$\sum_{ij}C^*_{\nu,ij}u_i^*(r)u_j(r)=\Big[\sum_iu_i(r_\nu)u_i^*(r)\Big]\Big[\sum_ju_j^*(r_\nu)u_j(r)\Big]=|\gamma(r_\nu,r)|^2.$$

With $M(r,r')=|\gamma(r,r')|^2$, condition (4) becomes $\sum_\mu M(r_\nu,r_\mu)\zeta_\mu(r)=M(r_\nu,r)$. No pair is formed, and $\zeta_\mu$ is real even for complex orbitals.

Pivoted Cholesky factorization of $M$ repeatedly takes the point with the largest remaining diagonal element. It yields rows $L_\mu(r)$. Their values at the chosen points form an upper triangular matrix $U$, with $M(r_\nu,r)=(U^TL(r))_\nu$ and $M(r_\nu,r_\mu)=(U^TU)_{\nu\mu}$. Cancelling $U^T$ leaves $\zeta=U^{-1}L$.

The same rows give the fit error. By (4), the fitted part drops out of $\sum_{ij}|\delta_{ij}|^2$, so this sum equals $M(r,r)-\sum_\mu\zeta_\mu(r)M(r_\mu,r)$. Inserting the factors,

$$\sum_{ij}|\delta_{ij}(r)|^2=M(r,r)-\sum_\mu L_\mu(r)^2,\qquad \tau\equiv\int\sum_{ij}|\delta_{ij}|^2dr .$$

Thus $\tau$ is known without pairs. Tests on explicit residuals confirm both this identity and (4).

If orbitals contain $|G|\le G_{\max}$, their products end at $2G_{\max}$. Each $\zeta_\mu$ is a linear combination of such products and ends there too. A smooth grid therefore suffices for every Coulomb element involving a $\zeta_\mu$, including those with $Q$. Elements between two $Q$ functions need the dense grid.

## The general energy

Stack the values $u_i(r_\mu)$ and the projections $B_{mi}$ as rows of a matrix $\Phi$. Each auxiliary function $g_A$ carries two row labels: $(A_1,A_2)=(\mu,\mu)$ for $\zeta_\mu$ and $(m,n)$ for $Q_{mn}$. Both kinds of coefficient are then $\Phi^*_{A_1i}\Phi_{A_2j}$. With $W_{AB}=(g_A|g_B)$, the approximate energy is

$$\tilde E=-\sum_{AB}W_{AB}\Big[\sum_i\Phi_{A_1i}\Phi^*_{B_1i}\Big]\Big[\sum_j\Phi^*_{A_2j}\Phi_{B_2j}\Big].$$

Defining $\Gamma=\Phi\Phi^\dagger$ gives

$$\tilde E=-\sum_{AB}W_{AB}\,\Gamma_{A_1B_1}\Gamma^*_{A_2B_2}.\qquad(5)$$

For $n_p$ projectors on a site and $Q_{mn}=Q_{nm}$, there are at most $n_p(n_p+1)/2$ distinct augmentation functions. The ordered labels in (5) keep the coefficients simple; the Coulomb elements can be computed for distinct functions and copied.

## What the residual does to the energy

Let $\tilde\rho_{ij}=\rho_{ij}-\delta_{ij}$. Expanding the square,

$$\tilde E-E=2\,\mathrm{Re}\sum_{ij}(\tilde\rho_{ij}|\delta_{ij})+D^2 .$$

The smooth part of $\tilde\rho_{ij}$ is $\sum_\mu\zeta_\mu C_{\mu,ij}$. Its contribution contains $\sum_{ij}C^*_{\mu,ij}\delta_{ij}(r')$, which vanishes at every $r'$ by (4), whatever the kernel. Without augmentation the error would therefore be $+D^2$.

With augmentation, split that part into its least-squares fit by the same coefficients $C_{\mu,ij}$ and a remainder $a_{ij}$. The fitted part drops out for the same reason, leaving

$$\tilde E-E=D^2+2\,\mathrm{Re}\sum_{ij}(a_{ij}|\delta_{ij}).\qquad(6)$$

This also judges the alternative of fitting the whole augmented pair density with the same coefficients $C_{\mu,ij}$. Its residual is $\delta_{ij}+a_{ij}$, which obeys (4), so its error is

$$E_{\rm all}-E=\sum_{ij}(\delta_{ij}+a_{ij}|\delta_{ij}+a_{ij})=(\tilde E-E)+A^2,\quad A^2=\sum_{ij}(a_{ij}|a_{ij}).\qquad(7)$$

Keeping the projector form removes the positive term $A^2$. If the cross term in (6) made $\tilde E-E$ negative, the alternative would land closer to $E$ when $A^2<2|\tilde E-E|$, by cancellation.

The Cauchy–Schwarz inequality gives a general and a sharper bound:

$$|\tilde E-E|\le2D\sqrt{|\tilde E|}+D^2,\qquad|\tilde E-E|\le2AD+D^2.\qquad(8)$$

By (7), $A^2$ is the difference of two compressed energies. For $D$, take the screened kernel

$$v(G)=\frac{4\pi}{G^2}\big(1-e^{-G^2/4\omega^2}\big),\qquad v(0)=\frac{\pi}{\omega^2}.$$

Since $1-e^{-x}\le x$, $v(G)\le v(0)$ and $D^2\le v(0)\tau$. An unscreened kernel diverges at $G=0$, so that term needs separate treatment for charged auxiliary functions. Once it is dropped or made finite, the estimate holds with the largest remaining $v(G)$ in place of $v(0)$. For a dropped term in a cubic cell of edge $L$ this is $4\pi/G_{\min}^2=L^2/\pi$, which grows with the cell.

## A cell with eight sites

The model cell has an edge of 10 bohr and eight slightly displaced sites with one s and three p projectors each. Of the generalized eigenstates, the lowest $N=32$ are filled. The gap above them is only 0.006 hartree, so the choice of filled states is narrow but definite. With $\omega=0.3$ bohr$^{-1}$, $v(0)=34.9$ hartree bohr$^3$. The reference energy, from all augmented pairs on a dense real-space grid, is $-14.0480$ hartree, or $-382.27$ eV. It is the screened exchange of this model, without core exchange or one-centre corrections.

Six orbitals have 36 ordered pairs. With 36 points, (5) agrees with their direct energy to $2.4\times10^{-12}$ hartree. For all 32 orbitals:

| Points | $\tau$ / total | $\tilde E-E$ (hartree) | $E_{\rm all}-E$ (hartree) |
|---|---:|---:|---:|
| 128 | 0.0317 | 0.250 | 0.256 |
| 256 | 0.00298 | 0.0164 | 0.0194 |
| 384 | 0.000562 | 0.00251 | 0.00461 |

Here "total" is the squared norm of all smooth pairs. At 384 points the energy error is $0.00251/14.048=1.8\times10^{-4}$ of the exchange energy.

The general bound at 384 points is 0.378 hartree, far above the error. Solving it for $D$ gives

$$D=\sqrt{14.0455+0.378}-\sqrt{14.0455}=0.0501,\qquad D^2=0.0025\ \text{hartree}.$$

So $D^2$ accounts for essentially the whole error, and the cross term in (6) is small here. From (7), $A^2=0.00461-0.00251=0.0021$ hartree. The sharper bound is then $2(0.0458)(0.0501)+0.0025=0.007$ hartree.

Without pairs, the general bound is 1.13 hartree. Solving it in the same way gives $\sqrt{v(0)\tau}=0.148$. The sharper bound becomes $2(0.0458)(0.148)+0.148^2=0.035$ hartree, about 14 times the actual error: safe, but still loose. The factor belongs to $\omega=0.3$. Since $v(0)=\pi/\omega^2$, weaker screening loosens the pair-free bound further; at $\omega=0.11$ bohr$^{-1}$, $v(0)$ is 260 instead of 34.9.

At 384 points the smooth, mixed and augmentation parts are $-8.7864$, $-4.3850$ and $-0.8741$ hartree. Terms with augmentation make up 37% of the energy. Restricting the $QQ$ block to the smooth grid's vectors changes the energy by 0.0013 hartree, about half the fit error. A better smooth fit would not remove that error.

## Cost and growth

The direct road needs $N(N+1)/2=528$ dense transforms, because $\rho_{ji}=\rho_{ij}^*$. The last fit needs 384 transforms on the smooth grid. If $N_\mu\propto N$, the number of transforms falls from order $N^2$ to order $N$. Point selection and the $\zeta\zeta$ Coulomb block still cost order $N_\mu^2N_g$, where $N_g$ is the number of smooth-grid points. The energy thus remains cubic in system size; its leading term loses the logarithm of the transforms.

The number of independent smooth products is bounded by both $N^2$ and the number of plane waves within $2G_{\max}$. For the eight-site cell these are 1024 and 1503. (The output prints 1488 for the second, because it counts only vectors on the smooth grid, which lacks 15 of them at its edge.) The second bound grows with volume, so growth is at most linear in large cells. Smaller cells need not follow that law:

| Sites | $N^2$ | Points at $10^{-2}$ | At $10^{-3}$ | At $10^{-4}$ |
|---:|---:|---:|---:|---:|
| 4 | 256 | 81 | 131 | 181 |
| 8 | 1024 | 186 | 339 | 513 |
| 16 | 4096 | 370 | 754 | 1219 |

The headings give $\tau$ divided by the total. From 8 to 16 sites the counts grow by factors of 1.99, 2.22 and 2.38. In this step the loosest residual shows the doubling expected of linear growth, while the tighter ones still grow faster. The bound $N^2$ is closest in the smallest cell, which at $10^{-4}$ uses 181 of at most 256 functions. At that residual the number of points per orbital rises from 11 to 16 to 19 through the three cells, so a count per orbital taken from a smaller cell is too low for a larger one. At $10^{-2}$, by contrast, it stays at 5.8 from 8 to 16 sites.

The run times are rough and specific to this implementation. The direct road took 9.9 s. The $QQ$ block took 7.5 s, while selection, fit and energy took 0.5 s together. The 7.5 s do not measure arithmetic. The block needs $128^2\times32768\approx5\times10^8$ multiplications, about as many as the $384^2\times2744\approx4\times10^8$ of the $\zeta\zeta$ block, which ran within 0.3 s. Most of the time goes into forming and weighting the large arrays of $Q(G)$, so this figure says little about the true cost of a single energy. The block depends on the sites and not on the orbitals. When orbitals change at fixed geometry, as in a self-consistent cycle, it is reused and each new energy costs only the short part; the exchange operator, which such a cycle also needs, is not timed here. Most of this gain comes from separating the smooth and $Q$ parts, not from the fit. With the $QQ$ block stored, the exact energy needs only the 528 smooth pairs transformed on the smooth grid and $528\times128\times2744\approx2\times10^8$ multiplications for the mixed term, a cost comparable to that of the 384-point fit. The fit itself saves little in a cell this small. The numerical output below gives the remaining parameters and checks.

Several Bloch vectors would require products between orbitals at different vectors, with $v$ taken at the shifted wave vectors. Pseudized $Q$ functions define an energy that differs from all-electron valence exchange near the nuclei. No number of interpolation points repairs that difference.

## Values computed for the example and the checks

```
cell edge: 10.0 bohr; sites: 8
site spacing 5.0 bohr, largest shift per axis 0.3 bohr
orbital cutoff: 2.5 hartree; plane waves: 179
Bloch vector (1/bohr): 0.1 0.07 0.05
local well: depth 2.0 hartree, width 2.0 bohr
projectors: strength -0.5 hartree, width 1.0 bohr
augmentation: charge 0.5, width 0.8 bohr
screening parameter: 0.3 1/bohr
kernel at G=0: 34.9066 hartree bohr^3
filled orbitals N: 32; gap above them: 0.00587 hartree
smooth grid: (14, 14, 14), 2744 points
dense grid: (32, 32, 32), 32768 points
plane waves within 2 Gmax: 1488; ordered pairs: 1024
largest pair-charge error: 2.6e-12
largest projection difference: 8.4e-12
ordered Q functions: 128; rank of QQ block: 80
direct exchange energy: -14.04802080 hartree
direct exchange energy: -382.2661 eV
six orbitals, direct: -1.62933318 hartree
six orbitals, compressed: -1.62933318 hartree
six orbitals: 36 points, difference 2.4e-12 hartree
points 128: energy -13.79759941 hartree, error 2.50e-01 hartree
  relative squared residual 3.17e-02
  bound from D 3.90e+00, pair-free bound 9.52e+00 hartree
  error if augmentation is interpolated too 2.56e-01 hartree
points 256: energy -14.03163012 hartree, error 1.64e-02 hartree
  relative squared residual 2.98e-03
  bound from D 9.70e-01, pair-free bound 2.68e+00 hartree
  error if augmentation is interpolated too 1.94e-02 hartree
points 384: energy -14.04551155 hartree, error 2.51e-03 hartree
  relative squared residual 5.62e-04
  bound from D 3.78e-01, pair-free bound 1.13e+00 hartree
  error if augmentation is interpolated too 4.61e-03 hartree
smooth-smooth part (last fit): -8.786413 hartree
smooth-augmentation part: -4.385025 hartree
augmentation-augmentation part: -0.874073 hartree
change if QQ uses only smooth-grid G: 1.334e-03 hartree
leak of zeta beyond 2 Gmax (relative norm): 6.4e-13
points needed at relative squared residuals 0.01 0.001 0.0001
  4 sites, N=16, N^2=256: 81 131 181
  8 sites, N=32, N^2=1024: 186 339 513
  16 sites, N=64, N^2=4096: 370 754 1219
  ratio from 8 to 16 sites: 1.989 2.224 2.376
direct transforms on dense grid: 528
compressed transforms on smooth grid (last fit): 384
time, direct pair road: 9.90 s
time, QQ block once per geometry: 7.53 s
time, point selection: 0.22 s
time, fit and energy (with the alternative): 0.30 s
```
